**Spin expectation value of an unrestricted determinant, compared with Fock space**

For a determinant with $N_\alpha$ up and $N_\beta$ down electrons, $\langle \hat S^2\rangle = M(M+1)+N_\beta-\mathrm{Tr}(\mathbf P^\alpha\mathbf S\mathbf P^\beta\mathbf S)$. Here $M=(N_\alpha-N_\beta)/2$, $\mathbf S$ is the basis overlap matrix, and $\mathbf P^\alpha$ and $\mathbf P^\beta$ are the density matrices of the two spins. The program builds $\hat S_x^2+\hat S_y^2+\hat S_z^2$ as a matrix in Fock space and applies it to explicitly constructed determinants. For 25 pairs of electron numbers, with random complex orbitals in nonorthogonal bases, it asserts that the overlap, density-matrix and spin-density forms agree with this reference; the largest deviation is 3.4e-14. It also asserts the virtual-orbital sum, that the excess over $|M|(|M|+1)$ lies between 0 and $\min(N_\alpha,N_\beta)$, and that nested occupied spaces give an eigenfunction of $\hat S^2$. For the OH radical in UHF/STO-3G at 3.0 bohr, the output shows $\langle\hat S^2\rangle=1.4786$ and a quartet weight of 0.243. Over the scan from 1.8 to 20 bohr, $\langle\hat S^2\rangle$ rises from 0.7529 to 1.7500, and the program asserts the limits 7/4 for this value and 1/3 for the quartet weight.

## Numerical verification

```python
"""
Spin expectation value of an unrestricted determinant.
Result under test, for n_a spin-up and n_b spin-down occupied orbitals:
    <S^2> = M(M+1) + n_b - sum_ij |<alpha_i|beta_j>|^2,   M = (n_a-n_b)/2,
    sum_ij |<alpha_i|beta_j>|^2 = Tr(P_a S P_b S),
where S is the overlap matrix of a nonorthogonal basis, C_a and C_b hold the
occupied orbital coefficients, and P_a = C_a C_a^dagger, P_b = C_b C_b^dagger.
The reference value comes from Sx^2+Sy^2+Sz^2 as a matrix in Fock space,
applied to the determinant built with creation operators. hbar = 1.
"""
import numpy as np
from scipy import sparse
from pyscf import gto, scf


def fock_space(n):
    """Creation operators (n up, then n down), S_plus and S^2."""
    create_one = sparse.csr_matrix([[0.0, 0.0], [1.0, 0.0]])
    parity = sparse.csr_matrix([[1.0, 0.0], [0.0, -1.0]])
    create = []
    for k in range(2 * n):
        op = sparse.identity(1, format="csr")
        for m in range(2 * n):
            if m < k:
                factor = parity
            elif m == k:
                factor = create_one
            else:
                factor = sparse.identity(2, format="csr")
            op = sparse.kron(op, factor, format="csr")
        create.append(op)
    s_plus = sum(create[p] @ create[n + p].T for p in range(n))
    s_z = 0.5 * sum(create[p] @ create[p].T
                    - create[n + p] @ create[n + p].T for p in range(n))
    s_x = (s_plus + s_plus.T) / 2
    s_y = (s_plus - s_plus.T) / 2j
    s_squared = (s_x @ s_x + s_y @ s_y + s_z @ s_z).tocsr()
    return create, s_plus.tocsr(), s_squared


def determinant(create, up, down):
    """Fock vector; columns of up/down are orbitals in an orthonormal set."""
    n = len(create) // 2
    vec = np.zeros(create[0].shape[0], dtype=complex)
    vec[0] = 1.0
    for shift, orbitals in ((0, up), (n, down)):
        for column in orbitals.T:
            vec = sum(column[p] * (create[shift + p] @ vec)
                      for p in range(n))
    return vec


def expectation(op, vec):
    return np.vdot(vec, op @ vec).real


def overlap_formula(c_a, c_b, metric):
    m = (c_a.shape[1] - c_b.shape[1]) / 2
    o = c_a.conj().T @ metric @ c_b
    return m * (m + 1) + c_b.shape[1] - np.sum(np.abs(o) ** 2)


def density_formula(p_a, p_b, metric):
    n_a = np.trace(p_a @ metric).real
    n_b = np.trace(p_b @ metric).real
    m = (n_a - n_b) / 2
    return m * (m + 1) + n_b - np.trace(p_a @ metric @ p_b @ metric).real


def spin_density_formula(p_a, p_b, metric):
    q = p_a - p_b
    m = np.trace(q @ metric).real / 2
    return m**2 + 0.5 * np.trace(q @ metric @ q @ metric).real


# ---- random complex orbitals in a random nonorthogonal basis ----
rng = np.random.default_rng(7)
n = 4


def random_complex(rows, cols):
    return rng.normal(size=(rows, cols)) + 1j * rng.normal(size=(rows, cols))


def random_orbitals(metric):
    g = random_complex(n, n)
    lower = np.linalg.cholesky(g.conj().T @ metric @ g)
    return g @ np.linalg.inv(lower).conj().T


create, s_plus, s_squared = fock_space(n)
largest_error = 0.0
cases = 0
for n_a in range(n + 1):
    for n_b in range(n + 1):
        # columns of basis: the basis functions in an orthonormal set
        basis = np.eye(n) + 0.3 * random_complex(n, n)
        metric = basis.conj().T @ basis
        all_a, all_b = random_orbitals(metric), random_orbitals(metric)
        c_a, c_b = all_a[:, :n_a], all_b[:, :n_b]
        p_a, p_b = c_a @ c_a.conj().T, c_b @ c_b.conj().T
        vec = determinant(create, basis @ c_a, basis @ c_b)
        assert abs(np.linalg.norm(vec) - 1) < 1e-9
        reference = expectation(s_squared, vec)
        for value in (overlap_formula(c_a, c_b, metric),
                      density_formula(p_a, p_b, metric),
                      spin_density_formula(p_a, p_b, metric)):
            largest_error = max(largest_error, abs(value - reference))
        # raised state: only virtual alpha orbitals contribute
        virtual = all_a[:, n_a:].conj().T @ metric @ c_b
        raised = np.linalg.norm(s_plus @ vec) ** 2
        assert abs(raised - np.sum(np.abs(virtual) ** 2)) < 1e-9
        # contamination relative to |M|(|M|+1) lies in [0, min(n_a, n_b)]
        m_abs = abs(n_a - n_b) / 2
        excess = reference - m_abs * (m_abs + 1)
        assert -1e-9 < excess < min(n_a, n_b) + 1e-9
        # beta space inside alpha space: eigenfunction of S^2
        if n_a >= n_b > 0:
            mix = np.linalg.qr(random_complex(n_a, n_b))[0]
            nested = determinant(create, basis @ c_a, basis @ c_a @ mix)
            residual = s_squared @ nested - m_abs * (m_abs + 1) * nested
            assert np.linalg.norm(residual) < 1e-9
        cases += 1
assert largest_error < 1e-9

print("Random complex determinants, 4 nonorthogonal functions")
print(f"number of (N_alpha, N_beta) cases: {cases}")
print(f"largest |formula - Fock space| in <S^2>: {largest_error:.1e}")

# ---- OH radical, UHF/STO-3G ----
create, s_plus, s_squared = fock_space(6)


def solve_oh(distance):
    mol = gto.M(atom=f"O 0 0 0; H 0 0 {distance}", basis="sto-3g",
                spin=1, unit="Bohr", verbose=0)
    mf = scf.UHF(mol)
    mf.conv_tol = 1e-11
    mf.max_cycle = 300
    # start: triplet O (spin up) and H (spin down)
    guess = np.array([np.diag([1.0, 1, 1, 1, 1, 0]),
                      np.diag([1.0, 1, 1, 0, 0, 1])])
    energy = mf.kernel(guess)
    assert mf.converged
    c_a = mf.mo_coeff[0][:, mf.mo_occ[0] > 0]
    c_b = mf.mo_coeff[1][:, mf.mo_occ[1] > 0]
    return energy, c_a, c_b, mol.intor("int1e_ovlp")


scan = []
for distance in (1.8, 2.5, 3.0, 4.0, 20.0):
    energy, c_a, c_b, metric = solve_oh(distance)
    to_orthonormal = np.linalg.cholesky(metric).T
    vec = determinant(create, to_orthonormal @ c_a, to_orthonormal @ c_b)
    reference = expectation(s_squared, vec)
    p_a, p_b = c_a @ c_a.T, c_b @ c_b.T
    value = density_formula(p_a, p_b, metric)
    assert abs(value - reference) < 1e-8
    assert abs(overlap_formula(c_a, c_b, metric) - reference) < 1e-8
    # only doublet and quartet components are present
    shifted = s_squared @ vec - 0.75 * vec
    assert np.linalg.norm(s_squared @ shifted - 3.75 * shifted) < 1e-8
    quartet = shifted / 3
    weight = (value - 0.75) / 3
    assert abs(np.linalg.norm(quartet) ** 2 - weight) < 1e-8
    doublet = vec - quartet
    doublet_s2 = expectation(s_squared, doublet) / np.vdot(doublet,
                                                           doublet).real
    assert abs(doublet_s2 - 0.75) < 1e-8
    scan.append((distance, energy, value, weight))

    if distance == 3.0:
        o = c_a.T @ metric @ c_b
        sigma = np.linalg.svd(o, compute_uv=False)
        trace = np.trace(p_a @ metric @ p_b @ metric)
        trace_bare = np.trace(p_a @ p_b)
        m = (c_a.shape[1] - c_b.shape[1]) / 2
        assert abs(np.sum(1 - sigma**2) - (reference - 0.75)) < 1e-8
        assert abs(trace_bare - trace) > 0.01
        print("OH radical, UHF/STO-3G, bond length 3.0 bohr")
        print(f"N_alpha = {c_a.shape[1]}, N_beta = {c_b.shape[1]}, M = {m}")
        print(f"UHF energy: {energy:.6f} hartree")
        print("squared overlaps |O_ij|^2 (rows alpha i, columns beta j):")
        for row in o**2:
            print("  " + "  ".join(f"{x:.6f}" for x in row))
        print("column sums: " + "  ".join(f"{x:.6f}"
                                          for x in np.sum(o**2, axis=0)))
        print("singular values of O: " + "  ".join(f"{x:.6f}"
                                                   for x in sigma))
        print(f"sum of squared overlaps: {np.sum(o**2):.6f}")
        print(f"Tr(P_a S P_b S): {trace:.6f}")
        print(f"Tr(P_a P_b), metric left out: {trace_bare:.6f}")
        print(f"M(M+1): {m * (m + 1):.6f}")
        print(f"contamination N_beta - trace: {c_b.shape[1] - trace:.6f}")
        print(f"<S^2> from density matrices: {value:.6f}")
        print(f"<S^2> from spin-density form: "
              f"{spin_density_formula(p_a, p_b, metric):.6f}")
        print(f"<S^2> from Fock space: {reference:.6f}")
        print(f"<S^2> if metric is left out: "
              f"{m * (m + 1) + c_b.shape[1] - trace_bare:.6f}")
        print(f"quartet weight: {weight:.6f}")
        print(f"doublet weight: {1 - weight:.6f}")
        print(f"<S^2> after removing the quartet: {doublet_s2:.6f}")

s2_values = np.array([row[2] for row in scan])
assert s2_values[0] > 0.75 and np.all(np.diff(s2_values) > 0)
assert abs(s2_values[-1] - 1.75) < 1e-6
assert abs(scan[-1][3] - 1 / 3) < 1e-6

print("Scan: R (bohr), energy (hartree), <S^2>, quartet weight")
for distance, energy, value, weight in scan:
    print(f"  {distance:5.1f}  {energy:.6f}  {value:.6f}  {weight:.6f}")
print("all assertions hold")
```

Running it gives:

```
Random complex determinants, 4 nonorthogonal functions
number of (N_alpha, N_beta) cases: 25
largest |formula - Fock space| in <S^2>: 3.4e-14
OH radical, UHF/STO-3G, bond length 3.0 bohr
N_alpha = 5, N_beta = 4, M = 0.5
UHF energy: -74.284415 hartree
squared overlaps |O_ij|^2 (rows alpha i, columns beta j):
  0.999988  0.000012  0.000000  0.000000
  0.000012  0.988660  0.010233  0.000000
  0.000000  0.000000  0.000000  0.000000
  0.000000  0.000608  0.271931  0.000000
  0.000000  0.000000  0.000000  1.000000
column sums: 1.000000  0.989280  0.282165  1.000000
singular values of O: 1.000000  1.000000  1.000000  0.521003
sum of squared overlaps: 3.271445
Tr(P_a S P_b S): 3.271445
Tr(P_a P_b), metric left out: 3.516685
M(M+1): 0.750000
contamination N_beta - trace: 0.728555
<S^2> from density matrices: 1.478555
<S^2> from spin-density form: 1.478555
<S^2> from Fock space: 1.478555
<S^2> if metric is left out: 1.233315
quartet weight: 0.242852
doublet weight: 0.757148
<S^2> after removing the quartet: 0.750000
Scan: R (bohr), energy (hartree), <S^2>, quartet weight
    1.8  -74.360405  0.752938  0.000979
    2.5  -74.312639  1.023362  0.091121
    3.0  -74.284415  1.478555  0.242852
    4.0  -74.272613  1.715323  0.321774
   20.0  -74.270732  1.750000  0.333333
all assertions hold
```
